# Landau–Zener tunnelling in a gapped oxide: field scale and switching boundary

## The decision

A simulation of a correlated-oxide switch needs a list of carrier sources. Direct tunnelling across the charge gap is one candidate. If it is negligible at the operating field, its source term can be dropped and the effort spent on heating, defects or ion motion. If it is not, the calculation must contain it.

For a gap of 0.6 eV and a band velocity scale of 0.3 eV nm, the Landau–Zener field is about 9.4 MV/cm. This number alone does not settle the matter. It is the field at which one passage through the gap succeeds with probability $1/e$, and a pulse contains many passages. The field below which the source may be dropped follows from a carrier count, and it lies more than ten times lower in the example below, where every line in $k$ space is given the minimum gap.

## Model and conventions

The insulator is represented by two effective bands with a fixed gap in a uniform, static field $F$. This is a strong reduction of a correlated material: the interactions enter through the effective gap and velocity, and the gap does not respond to the carriers produced. Defect levels and scattering during a crossing are left out. Energies are in eV, lengths in nm and fields in MV/cm; $e>0$.

Near the minimum gap the bands are

$$E_\pm(k)=\pm\sqrt{(\hbar vk)^2+(\Delta/2)^2}.$$

Here $\Delta$ is the full gap, so the coupling between the two uncoupled bands is $\Delta/2$. Their energies are $+\hbar vk$ and $-\hbar vk$: each has slope of magnitude $\hbar v$, and the relative slope is $2\hbar v$. The value 0.3 eV nm refers to $\hbar v$. It is an illustrative choice: with $\Delta=0.6$ eV it implies a band-edge mass $\hbar^2(\Delta/2)/(\hbar v)^2\simeq0.25$ electron masses. A mass of one electron mass would mean $\hbar v\simeq0.15$ eV nm and would double the Landau–Zener field, so narrow bands need their own value.

The field gives $\hbar\,dk/dt=eF$, with the direction of $k$ chosen to make the sign positive. With $t=0$ at the crossing, $\hbar vk=eFvt$, and the amplitudes $a,b$ on the uncoupled bands obey

$$i\hbar\frac{da}{dt}=eFvt\,a+\frac{\Delta}{2}b,\qquad
i\hbar\frac{db}{dt}=-eFvt\,b+\frac{\Delta}{2}a.$$

Define

$$s=t\sqrt{\frac{veF}{\hbar}},\qquad g=\frac{\Delta/2}{\sqrt{\hbar veF}}.$$

Dividing both equations by $\hbar\,ds/dt=\sqrt{\hbar veF}$ gives, with primes for $d/ds$,

$$ia'=sa+gb,\qquad ib'=-sb+ga.$$

One number, $g$, controls the crossing.

## Asymptotics of one crossing

Remove the phase of $a$ by writing $a=c\,e^{-is^2/2}$. Then $ia'=(ic'+sc)e^{-is^2/2}$, and the first equation becomes

$$gb=ic'e^{-is^2/2}.$$

Insert this into the second equation. Its left side is

$$ib'=-\frac1g(c''-isc')e^{-is^2/2},$$

and its right side is $(-isc'/g+gc)e^{-is^2/2}$. Multiplying by $-g$ and cancelling the exponential gives $c''-isc'=isc'-g^2c$, or

$$c''-2isc'+g^2c=0.$$

Let $\gamma=g^2/2$. A solution is

$$c(s)=\int_C q^{-1+i\gamma}e^{isq-iq^2/4}\,dq.$$

The contour $C$ runs from left to right and passes below $q=0$. Its ends are tilted along $q=\pm re^{-i\pi/4}$, where $-iq^2/4=-r^2/4$, so the integral converges. The branch cut of $q^{i\gamma}$ runs up the positive imaginary axis. To verify the solution, note that $c''$ brings down $-q^2$ and $-2isc'$ brings down $2sq$. The integrand of the left side of the equation is therefore

$$(g^2+2sq-q^2)\,q^{-1+i\gamma}e^{isq-iq^2/4}
=-2i\frac{d}{dq}\left[q^{i\gamma}e^{isq-iq^2/4}\right].$$

The bracket vanishes at both ends of $C$, so the equation holds.

The amplitude $b$ requires

$$c'=i\int_C q^{i\gamma}e^{i(sq-q^2/4)}dq,\qquad
sq-\frac{q^2}{4}=s^2-\frac{(q-2s)^2}{4}.$$

Move the contour to the line $q=2s+re^{-i\pi/4}$, on which the exponential is $e^{is^2}e^{-r^2/4}$.

For $s\to-\infty$ this line passes below the origin and does not meet the cut. The Gaussian has a width of order one while $q^{i\gamma}$ varies over a distance $|s|$, so $q^{i\gamma}$ can be taken at $q=2s$:

$$|c'|\to2\sqrt\pi\,|(2s)^{i\gamma}|.$$

The same estimate for $c$ has an extra factor $1/|2s|$, so $c\to0$. The system therefore starts entirely in $b$.

For $s\to+\infty$ the line crosses the cut. The contour must also run down one side of the cut to the origin and up the other. On the cut $q=iy$ and $|e^{isq}|=e^{-sy}$, so this part of $c'$ is of order $\int_0^\infty e^{-sy}dy=1/s$. It vanishes in the limit, and the Gaussian again gives $2\sqrt\pi\,|(2s)^{i\gamma}|$.

The two limits differ through the argument of $q$. On the positive axis it is zero and $|q^{i\gamma}|=1$. Passing below the origin to the negative axis makes it $-\pi$, and

$$|q^{i\gamma}|=\left|e^{i\gamma(\ln|q|-i\pi)}\right|=e^{\pi\gamma}.$$

Since $|b|=|c'|/g$,

$$\frac{|b(+\infty)|^2}{|b(-\infty)|^2}=e^{-2\pi\gamma}=e^{-\pi g^2}.$$

State $b$ has energy $-eFvt$: it belongs to the upper band long before the crossing and to the lower band long after. Remaining in $b$ thus means changing band. The evolution is a $2\times2$ unitary matrix, whose diagonal elements have equal moduli, so the passage from lower to upper band through $a$ has the same probability. Hence

$$P=e^{-F_0/F},\qquad F_0=\frac{\pi\Delta^2}{4e\hbar v}.$$

The opposite limit checks the factor. For small $g$ and a start in $b$, take $b\simeq e^{is^2/2}$. Then $ic'=ge^{is^2}$, and the final population of $a$ is $g^2\left|\int_{-\infty}^{\infty}e^{is^2}ds\right|^2=\pi g^2$. This agrees with $1-P\simeq\pi g^2$. At high field the gap is too weak to turn the electron back; at low field the transfer is exponentially rare.

For the chosen parameters,

$$F_0=\frac{\pi(0.60)^2}{4(0.30)}\ \mathrm{V/nm}
=0.942\ \mathrm{V/nm}=9.42\ \mathrm{MV/cm}.$$

If 0.3 eV nm were instead the relative slope $2\hbar v$, the result would be 18.85 MV/cm. The meaning of a quoted velocity must therefore be settled before the field is used.

## Does a curved band spoil the result?

The bands of a crystal are not linear across the zone. A chain with two equally spaced sites per cell and alternating hoppings $t_1,t_2$ provides a check. With $q$ now measured from the gap minimum,

$$E^2=(t_1-t_2)^2+4t_1t_2\sin^2(qa/2).$$

Small $q$ gives $\Delta/2=t_1-t_2$ and $\hbar v=a\sqrt{t_1t_2}$. The values $t_1=0.9149$ eV, $t_2=0.6149$ eV and $a=0.40$ nm reproduce the chosen gap and velocity.

The evolution is followed across the zone between band states corrected to first order for their reversible polarization by the field. At 2 MV/cm it gives $P=0.00919$, against 0.00898 from the formula. This is 2.3% more, relative to the formula. At 5 MV/cm the excess is about 0.85%. In both cases the exponent is about 0.5% smaller than $F_0/F$.

A semiclassical estimate suggests why; it is offered as a conjecture because its starting formula is not derived here. Suppose the exponent is the action under the gap at imaginary wave number $i\kappa$,

$$A=\frac{4}{eF}\int_0^{\kappa_c}
\sqrt{\frac{\Delta^2}{4}-4t_1t_2\sinh^2\frac{\kappa a}{2}}\;d\kappa,$$

where the root vanishes at $\kappa_c$. For small $\kappa a$, the subtracted term is $(\hbar v\kappa)^2(1+\kappa^2a^2/12)$. Put $\hbar v\kappa=(\Delta/2)\sin\varphi$. The leading integral is $(\Delta^2/4\hbar v)\int_0^{\pi/2}\cos^2\varphi\,d\varphi=\pi\Delta^2/(16\hbar v)$, which returns $A=F_0/F$. Expanding the root to first order subtracts

$$\frac{a^2}{24}\left(\frac{\Delta}{2\hbar v}\right)^2
\frac{\Delta^2}{4\hbar v}\int_0^{\pi/2}\sin^4\varphi\,d\varphi$$

from the integral. The last integral is $3\pi/16$, so

$$A\simeq\frac{F_0}{F}\left[1-\frac{1}{32}\left(\frac{a\Delta}{2\hbar v}\right)^2\right].$$

Here $a\Delta/(2\hbar v)=0.40$, and the reduction is $0.16/32=0.5\%$, in line with the evolution at 2 to 5 MV/cm. Band curvature is a minor matter for these parameters. The number of passages is not.

## From one passage to a pulse

The wave number crosses a zone of width $2\pi/a$ at the rate $eF/\hbar$. With one gap minimum per zone, passages are separated by $h/(eFa)$, and a pulse of length $\tau$ contains

$$N=\frac{eFa\tau}{h}$$

of them. Assume that the relative phase of the two bands is lost between passages. If $p_j$ is the upper-band population after $j$ passages, then

$$p_{j+1}=(1-P)p_j+P(1-p_j)=p_j+P(1-2p_j).$$

It follows that $1-2p_{j+1}=(1-2P)(1-2p_j)$. Starting from $p_0=0$,

$$p_N=\frac{1-(1-2P)^N}{2}\le NP.$$

The bound follows from the recursion, since each passage adds at most $P$. At 2 MV/cm, twenty simulated lattice passages with random phases give 0.154; the formula gives 0.152 and the bound 0.180.

A filled band has one electron per cell and spin, so the upper population is also the number $n$ of pairs per cell and spin. Recombination would lower it. With the linear-band probability, therefore,

$$n\le\frac{eFa\tau}{h}\,e^{-F_0/F}.$$

In three dimensions, lines in $k$ space with a larger gap and the same velocity contribute less, so using the minimum gap everywhere keeps this an upper bound. It can be a loose one. If the transverse wave number adds $(\hbar vk_\perp)^2$ to $(\Delta/2)^2$, then $P$ gains the factor $e^{-\pi\hbar vk_\perp^2/(eF)}$, whose integral over $k_\perp$ is $eF/(\hbar v)$. For a cubic cell this is a fraction $a^2eF/(4\pi^2\hbar v)$ of the transverse zone, about $1.4\times10^{-3}$ at 1 MV/cm. Band curvature can raise the count slightly above it. With an exponent 0.5% smaller, as in the chain above, the excess is about 8% at $F_0/F=15.6$; this lowers the boundary field found below by only about 0.5%.

## The boundary field and its first correction

Suppose that switching needs $n^*$ pairs per cell and spin. Setting the bound equal to $n^*$ defines a field $F^*$; below it, direct tunnelling cannot supply the carriers within the model. With $y=F_0/F^*$ the condition is

$$\frac{eF_0a\tau}{hn^*}\,\frac1y\,e^{-y}=1,
\qquad\text{or}\qquad ye^y=K,\quad K=\frac{eF_0a\tau}{hn^*}.$$

Its positive solution is the Lambert function, $y=W(K)$. Because $K$ is very large, an expansion shows what sets the boundary. Take logarithms and write $L=\ln K$:

$$y=L-\ln y.$$

To leading order $y\simeq L$. Putting this into the logarithm gives the first correction:

$$F^*\simeq\frac{F_0}{L}\quad\text{(leading)},\qquad
F^*\simeq\frac{F_0}{L-\ln L}\quad\text{(corrected)}.$$

The leading form uses the passage rate at $F_0$. At $F^*$ the passages are less frequent by the factor $F^*/F_0=1/y$, and $\ln L$ accounts for this to first order. The two forms bracket the solution. For $K>e$ we have $y>1$, hence $y<L$, hence $\ln y<\ln L$ and $y>L-\ln L$. The leading form is thus too low in field and the corrected form too high. The error left in $y$ is $\ln L-\ln y=\ln(L/y)$, which tends to zero because $y/L\to1$.

Take $n^*=0.01$ and $\tau=10$ ns as round choices. The passage rate is $9.67\times10^{12}$ s$^{-1}$ at 1 MV/cm and proportional to the field, so

$$K\simeq\frac{(9.67\times10^{12})(9.42)(10^{-8})}{0.01}
\simeq9.1\times10^7.$$

Then $L=18.33$ and $\ln L=2.91$. The leading form gives $9.42/18.33=0.51$ MV/cm, and the corrected form gives $9.42/15.42=0.61$ MV/cm. The full solution has $y=15.58$ and $F^*=0.605$ MV/cm. Relative to it, the leading form is 15% low and the corrected form 1% high.

For a 1 ms pulse, $K$ is $10^5$ times larger. Now $L=29.84$ and $\ln L=3.40$, and the two forms give 0.32 and 0.36 MV/cm, against the full value 0.355 MV/cm. A pulse a hundred thousand times longer lowers the boundary by about 40%.

## How firm is the boundary?

Differentiate $y+\ln y=\ln K$ to get $\delta y=y\,\delta\ln K/(1+y)$. Since $\ln F^*=\ln F_0-\ln y$ and $K\propto F_0\tau/n^*$,

$$\delta\ln F^*=\frac{y}{1+y}\,\delta\ln F_0
-\frac{1}{1+y}\,\delta\ln\frac{\tau}{n^*}.$$

For the short pulse the coefficients are 0.94 and 0.06. The uncertain switching density enters weakly: for a tenfold rise of $n^*$ the linear estimate of the change in $\ln F^*$ is $2.3\times0.06=0.14$. Solving $y+\ln y=\ln K$ again with $K$ ten times smaller gives $y=13.43$ instead of 15.58, so $F^*$ rises by 16%. The gap enters strongly, because $F_0\propto\Delta^2$: a 10% change in $\Delta$ moves $F^*$ by about 19%. A 10% error in the gap thus matters slightly more than a tenfold error in $n^*$.

## Reading the field axis

At 1 MV/cm, nearly ten times below $F_0$, the single-passage probability is $8.1\times10^{-5}$, which looks negligible. The bound on $n$ after 10 ns is nevertheless 7.8. A value above one cannot be a pair density; it shows that the linear count has saturated. The recursion, with $NP=7.8$, puts the population close to its limit of one half. For a chain, dropping the tunnelling term here because the field lies below 9 MV/cm would be a serious error. The bound itself does not prove that tunnelling matters in a three-dimensional crystal. With the transverse fraction $1.4\times10^{-3}$ found above, the linear count is about 0.01, equal to $n^*$, and saturation of the minimum-gap lines lowers it further. In that case 1 MV/cm is at the boundary, and the term must be computed with the actual bands.

At 0.05 MV/cm the situation is reversed. The exponent is $F_0/F=188$, and $P$ is about $10^{-82}$. A 10 ns pulse contains $4.8\times10^3$ passages and a 1 ms pulse $4.8\times10^8$, so $n$ is at most about $10^{-78}$ and $10^{-73}$. No reasonable change of $n^*$ or $\tau$ repairs this. If a device switches at such an average field, direct tunnelling through a uniform 0.6 eV gap is not the cause.

## What can defeat the exclusion

**Local fields.** At 0.05 MV/cm the field would have to be enhanced 12 times for the short pulse or 7 times for the long one. The enhancement must also cover enough space. Tilted band edges separated by $\Delta$ reach the same energy at points a distance $\Delta/(eF)$ apart. At $F^*=0.605$ MV/cm, or 0.0605 V/nm, this is $0.6/0.0605\simeq10$ nm. A sharper hot spot, or a film thinner than this, needs a calculation with the actual potential.

**A reduced gap.** Heating or carriers already present may shrink the gap. At fixed $v$, $a$ and $F$, the gap $\Delta'$ that gives $n=n^*$ satisfies

$$\frac{\pi\Delta'^2}{4e\hbar vF}=\ln\frac{eFa\tau}{hn^*},\qquad
\Delta'=\sqrt{\frac{4e\hbar vF}{\pi}\ln\frac{eFa\tau}{hn^*}}.$$

For 0.05 MV/cm and 10 ns the logarithm is $\ln(4.84\times10^5)=13.1$, and

$$\Delta'=\sqrt{\frac{4(0.30)(0.005)(13.1)}{\pi}}\ \mathrm{eV}
\simeq0.16\ \mathrm{eV}.$$

The 1 ms pulse allows 0.22 eV. Direct tunnelling could therefore take part late in a switching event, after something else has closed most of the gap. This needs the field to extend over $\Delta'/(eF)$, which is 32 nm for 0.16 eV and 43 nm for 0.22 eV. Tunnelling also competes with thermal generation: in a chain with a 0.16 eV gap and the same velocity, the equilibrium pair density is already about $10^{-3}$ per cell and spin at 300 K and $8\times10^{-3}$ at 600 K.

**Scattering during a crossing.** The uncoupled energies lie within $\pm\Delta/2$ while $k$ covers a width $\Delta/(\hbar v)=2$ nm$^{-1}$. This is a fraction $2\times0.4/(2\pi)=0.13$ of the zone. At the short-pulse boundary a traversal lasts 171 fs, so the crossing takes about 22 fs. Scattering on that time scale invalidates the single-passage formula. Much rarer scattering can matter too. At this field $P$ is only $1.7\times10^{-7}$, so an event that seldom happens during a crossing may still transfer more electrons than direct tunnelling does. Phonon-assisted tunnelling is a separate channel with its own rate, and the boundary field does not exclude it.

**Coherence between passages.** If phases survive from one passage to the next, the amplitudes interfere and the population need not obey the bound $NP$. The count above must then be replaced by coherent evolution. The amplitudes add at most linearly, so the population stays below $N^2P$. At 0.05 MV/cm this is about $10^{-65}$ for the 1 ms pulse, so coherence matters near the boundary field but not far below it.

These conditions also limit what the exclusion says about mechanism. It removes one candidate: direct tunnelling in a uniform field across a fixed gap. Phonon-assisted and defect-assisted tunnelling, avalanche multiplication, Joule heating and ion motion remain, and the estimate does not rank them. Separate evidence, such as the dependence of switching on temperature, pulse length and film thickness, is needed to choose among them.

The computed values for both pulses are collected in the numerical output below.

## Values computed for the example and the checks

```
gap = 0.60 eV, hbar*v = 0.30 eV nm, cell = 0.40 nm
Landau-Zener field F0 = 9.42 MV/cm = 0.942 V/nm
F0 if 0.3 eV nm is the relative slope = 18.85 MV/cm
lattice hoppings = 0.9149 and 0.6149 eV
field (MV/cm): P formula, P linear evolution, P lattice evolution
    2.0: 0.00898, 0.00898, 0.00919
    3.0: 0.04321, 0.04321, 0.04387
    5.0: 0.15184, 0.15184, 0.15313
   10.0: 0.38966, 0.38966, 0.39099
20 dephased passes at 2.0 MV/cm: simulated 0.1537, formula 0.1521, bound 0.1797
target = 0.010 pairs per cell and spin
pulse 1e-08 s: K = 9.116e+07, W(K) = 15.582, boundary F* = 0.605 MV/cm
  F0/F* = 15.6, P(F*) = 1.71e-07
pulse 1e-03 s: K = 9.116e+12, W(K) = 26.562, boundary F* = 0.355 MV/cm
  F0/F* = 26.6, P(F*) = 2.91e-12
traversal period at short-pulse F* = 170.9 fs
at 1.0 MV/cm: P = 8.07e-05, traversal rate = 9.67e+12 1/s
  uncapped pair bound in short pulse = 7.81
applied field = 0.050 MV/cm, F0/F = 188.5
  log10 P = -81.9
  pulse 1e-08 s: traversals = 4.84e+03, log10 n = -78.2
    needed field enhancement = 12.1, or reduced gap = 0.158 eV
  pulse 1e-03 s: traversals = 4.84e+08, log10 n = -73.2
    needed field enhancement = 7.1, or reduced gap = 0.217 eV
```
